Where the prefactor 1.322 in grain-boundary diffusion comes from

**Question**

I am trying to get a grain-boundary diffusivity from a sectioning profile. A single boundary runs straight down from a surface held at constant concentration, and c̄(y) is the mean concentration of a thin layer cut parallel to the surface at depth y. My notes define

η = y/√(Dt),  β = sδD_b / (2D√(Dt)),

with D the lattice diffusivity, D_b the boundary diffusivity, δ the boundary width and s the segregation factor. They say that a plot of ln c̄ against (η/√β)^(6/5) is a straight line of slope −0.78, and that therefore

sδD_b = 1.322 √(D/t) (−∂ ln c̄/∂y^(6/5))^(−5/3).

When I raise 0.78 to the power 5/3 I get 0.661, half of what I need. Where does the other factor of two come from? And is 0.78 a real constant? The power 6/5 looks odd for a diffusion problem, and I don't know how far to trust four digits in the prefactor.

**Answer**

The missing factor is the 2 in the denominator of β. The slope is not a constant of the solution: it is close to the average over a limited range of depths, where the true slope happens to vary little. I take the algebra first, then the origin of the slope.

**The prefactor**

Write P = sδD_b for the product you want, w = η/√β for the reduced depth, and

m = −d ln c̄/d(y^(6/5))

for the measured slope, with the natural logarithm. Square w and insert the definitions:

w² = η²/β = [y²/(Dt)] · [2D√(Dt)/P] = 2y²√(Dt)/(tP).

Since √(Dt)/t = √(D/t),

w² = y² · 2√(D/t)/P.

The power 3/5 of both sides gives

w^(6/5) = y^(6/5) · [2√(D/t)/P]^(3/5).

At fixed t the bracket does not depend on y, so the two slopes differ by that factor alone:

m = 0.78 · [2√(D/t)/P]^(3/5).

Raise this to the power 5/3, which turns the bracket's exponent into 1:

m^(5/3) = 0.78^(5/3) · 2√(D/t)/P.

Solving for P,

P = 2 · 0.78^(5/3) · √(D/t) · m^(−5/3) = 1.322 √(D/t) m^(−5/3),

because 2 × 0.6609 = 1.322. If you plot log₁₀ c̄ instead, its slope is m/ln 10, and the prefactor becomes 1.322/(ln 10)^(5/3) = 0.329.

**The equations behind the slope**

Let x be the distance from the boundary into one grain, and let the surface concentration be 1. Segregation is dilute, so the concentration inside the boundary is s times that of the lattice beside it. In the lattice, at running time t′,

∂c/∂t′ = D(∂²c/∂x² + ∂²c/∂y²).

By symmetry, half the boundary, of width δ/2, feeds one grain. Its content changes by diffusion along y and by loss to the lattice. The flux into the grain is −D ∂c/∂x, so the loss enters the balance at x = 0 as +D ∂c/∂x:

(sδ/2) ∂c/∂t′ = (P/2) ∂²c/∂y² + D ∂c/∂x.

Now scale with the final time t: X = x/√(Dt), y = w√β√(Dt), τ = t′/t. The lattice equation becomes

∂c/∂τ = ∂²c/∂X² + (1/β) ∂²c/∂w².

Divide the boundary balance by D/√(Dt). The coefficient of ∂²c/∂w² is then P/(2D√(Dt)β) = 1, and

α ∂c/∂τ = ∂²c/∂w² + ∂c/∂X,  α = sδ/(2√(Dt)).

Two small numbers are now visible. 1/β measures lattice diffusion along the depth, and α measures solute stored in the boundary. Set both to zero, which requires β ≫ 1 and √(Dt) ≫ sδ. No parameter is left, so the profile is a universal function of w.

**Solving the limiting problem**

Take the Laplace transform in τ, with variable q. The grain starts empty, so qC = ∂²C/∂X², and the solution that decays into the grain is

C = A(w) exp(−X√q).

The boundary balance gives A″ = √q A. At the surface c = 1 for all τ > 0, so A(0) = 1/q. The decaying solution is

A = (1/q) exp(−w q^(1/4)).

A thin layer collects everything at its depth, so integrate over X, which multiplies A by 1/√q. The content on one side, in units of √(Dt), is M(w), the inverse transform at τ = 1 of

q^(−3/2) exp(−w q^(1/4)).

If parallel boundaries lie a distance L apart, c̄ = 2√(Dt) M/L. The factor in front does not depend on depth and drops out of the logarithmic slope.

To evaluate M, expand the exponential. The inverse transform of q^(−ν) at τ = 1 is 1/Γ(ν), continued to negative ν by the contour integral for 1/Γ and equal to zero at ν = 0, −1, −2, … Hence

M(w) = Σₙ (−w)ⁿ / [n! Γ(3/2 − n/4)],  n = 0, 1, 2, …

Differentiating the transform with respect to w brings down −q^(1/4), so −M′ is the same series with 5/4 in place of 3/2. Since d(w^(6/5)) = (6/5) w^(1/5) dw, the local slope of your plot, taken positive, is

g(w) = (5/6) w^(−1/5) · (−M′/M).

The series gives:

w = 2: M = 0.140, g = 0.802
w = 4: M = 1.37×10⁻², g = 0.766
w = 6: M = 1.10×10⁻³, g = 0.762
w = 8: M = 7.40×10⁻⁵, g = 0.765
w = 10: M = 4.23×10⁻⁶, g = 0.772

While M falls by more than four decades, g stays between 0.76 and 0.80, with a shallow minimum near w = 5.75. A straight-line fit gives 0.778 for w from 2 to 4, 0.769 for 2 to 6, and 0.765 for 2 to 10. The corresponding prefactors 2g^(5/3) are 1.317, 1.29 and 1.28. So 0.78 suits the shallow window best. Over the full range from 2 to 10, the number 1.322 overestimates P by about 3 % relative to the true value.

**Why 6/5 works, and where it stops working**

Near the surface, M and M′ tend to finite values, M(0) = 1/Γ(3/2) and −M′(0) = 1/Γ(5/4). Then

g → (5/6) [Γ(3/2)/Γ(5/4)] w^(−1/5),

which grows without limit as w → 0. The shallow end of the plot is therefore curved even in this limiting model. At finite β, solute that enters directly through the surface also contributes there.

For large w, use the inversion integral

M = (1/2πi) ∫ q^(−3/2) exp[f(q)] dq,  f = q − w q^(1/4).

The exponent is stationary where f′ = 1 − (w/4) q^(−3/4) = 0, that is, at

Q = (w/4)^(4/3),  or w = 4Q^(3/4).

There f = Q − 4Q = −3Q, and f″ = (3/16) w Q^(−7/4) = 3/(4Q). Along q = Q + iv the integrand is a Gaussian exp(−f″v²/2), whose integral divided by 2π is 1/√(2πf″) = √(2Q/(3π)). Multiplying by Q^(−3/2) gives, to leading order,

M ≈ √(2/(3π)) exp(−3Q)/Q.

This is 8.3 % off the series at w = 20 and 3.5 % off at w = 40. Since Q ∝ w^(4/3), the final straight-line power is 4/3, not 6/5.

The factor 1/Q matters in the measured range. From ln M = const − 3Q − ln Q and dQ/dw = 4Q/(3w),

−M′/M ≈ (3 + 1/Q) · 4Q/(3w) = 4(3Q + 1)/(3w),

g ≈ (10/9)(3Q + 1) w^(−6/5).

The part with 3Q rises as w^(2/15), while the part with 1 falls as w^(−6/5). Their sum has a minimum where the logarithmic derivative vanishes:

4Q/(3Q + 1) = 6/5, so 20Q = 18Q + 6 and Q = 3.

That puts the minimum at w = 4·3^(3/4), a little above 9. The series puts it near 5.75, because corrections of relative order 1/Q are not small here. The estimate gets the mechanism right but not the position: an exponential that steepens and a prefactor that flattens nearly compensate when plotted against w^(6/5).

The compensation can be measured by the spread of the local slope, its maximum minus its minimum divided by its mean, for w from 2 to 10. It is 28 % for a plot against w, 5 % against w^(6/5), and 27 % against w^(4/3). The power 6/5 is thus a good choice for this range, not an asymptotic law.

**Keeping β finite**

To see what the limit discards, keep 1/β but leave α = 0. Take a sine transform in w with wavenumber k. Because c = 1 at w = 0, ∂²c/∂w² transforms into k/q − k²C. The lattice equation reads

qC = ∂²C/∂X² + (k/q − k²C)/β.

Its solution is a part independent of X, the direct penetration from the surface, plus a part due to the boundary:

C = k/(βqκ²) + B exp(−κX),  κ² = q + k²/β.

The boundary balance k/q − k²C(0) − κB = 0 becomes

B(κ + k²) = (k/q)[1 − k²/(βκ²)] = k/κ²,

since κ² − k²/β = q. Integrating the boundary part over X gives B/κ = k/[κ³(κ + k²)]. This depends on q through κ² alone, so the shift by k²/β yields a factor exp(−k²/β) at τ = 1. With r = κ² and a = k², what remains is split as

1/[r^(3/2)(√r + a)] = 1/(a r^(3/2)) − 1/(a² r) + 1/[a²√r(√r + a)].

The last fraction, without its 1/a², expands into Σ(−a)ⁿ r^(−1−n/2). Its inverse is Σ(−a)ⁿ/Γ(1 + n/2) = exp(a²) erfc(a). The inverse of the whole is therefore

F(a) = 2/(√π a) − [1 − exp(a²) erfc(a)]/a²,

and undoing the sine transform gives

M_β(w) = (2/π) ∫₀^∞ sin(kw) k exp(−k²/β) F(k²) dk.

As a test, the two original equations with α = 0 were solved on a grid for β = 10, where the correction is large. The layer contents at w near 2, 3, 4 and 5 agreed with this formula to 0.27 % or better. The grid was then used to test the formula for P, fitting w from 2 to 6. In arbitrary consistent units, the cases D = 0.3, t = 2, β = 1000 and D = 5, t = 0.1, β = 4000 both returned 1.026 times the true P. The scaling with D and t holds in both cases, and nearly all of the excess comes from the rounded slope.

**A worked case in laboratory units**

Take copper near 800 K with parallel boundaries 1 mm apart and a dilute, silver-like solute. The parameters are rough values chosen for that regime, not measurements:

D = 10⁻¹³ cm²/s = 10⁻⁵ µm²/s
D_b = 10⁻⁷ cm²/s = 10 µm²/s
δ = 0.5 nm, s = 10, t = 10 h = 36 000 s

From these,

P = 10 × (5×10⁻⁴ µm) × (10 µm²/s) = 0.0500 µm³/s,
√(Dt) = √(10⁻⁵ × 36 000) µm = 0.600 µm,
β = 0.0500/(2 × 10⁻⁵ × 0.600) = 4167.

One unit of w is √β√(Dt) = 38.7 µm. I computed M_β at nine depths from 80 to 240 µm, or w = 2.07 to 6.20, and treated the values as sectioning data. Between the end points y^(6/5) goes from 192.18 to 718.21 µm^(6/5), and ln c̄ falls by 5.030. The end points alone give

m ≈ 5.030/526.03 = 0.00956 µm^(−6/5),

and the fit to all nine gives m = 0.009546 µm^(−6/5). Then m^(−5/3) = 2328 µm², √(D/t) = 1.667×10⁻⁵ µm/s, and

P = 1.322 × 1.667×10⁻⁵ × 2328 = 0.0513 µm³/s = 5.13×10⁻²⁰ m³/s.

The result is 2.6 % above the input. The cause is the one already found: the mean slope in this window is nearer 0.77 than 0.78. If s and δ are known independently, D_b = 1.03×10⁻⁷ cm²/s. The profile alone gives only the product.

**How this compares with a real measurement**

For these numbers the neglected terms are small. Finite β changes the inferred P by 0.004 %. Storage in the boundary, with α = 0.0042, replaces √q by √q + αq in the equation for A and adds αA to the layer content; it lowers the inferred P by 0.7 %. If the surface atom fraction is 10⁻³ and the boundary sites saturate as c_b = sc/[1 + (s − 1)c], the ratio c_b/c at the surface drops by 0.9 %, and the derivative dc_b/dc, which enters the flux along the boundary, by 1.8 %. With 1 mm between boundaries, neighbours are 1667 √(Dt) apart and their side profiles do not overlap. The shallowest section lies 133 √(Dt) deep, beyond the reach of direct lattice diffusion.

An error in the assumed D can matter more. At fixed m and t, P is proportional to √D. With a rough lattice activation energy of 2.0 eV, using D for a temperature 5 K too high raises P by 9.4 %, more than the error of the rounded slope. Detection is demanding too: at the first depth c̄ is about 2 × 0.6 × 0.13/1000 ≈ 1.6×10⁻⁴ of the surface value, so an atom fraction of 10⁻³ at the surface leaves about 2×10⁻⁷ in that layer. At the deepest section, where ln c̄ is lower by 5.03, only about 1×10⁻⁹ is left. That calls for a very sensitive method such as a radiotracer. The tracer must also be supplied so that the surface concentration stays constant. A thin deposit that becomes depleted changes A(0), and this derivation of 1.322 no longer applies.

For your own data, find P first, then compute β and w for your depths. If w lies between about 2 and 10, with β above about 10, α below about 0.01, and the sections beyond the reach of direct lattice diffusion, 1.322 is good to about 6 % or better. The condition on α is the strict one: the storage error grows roughly in proportion to α, and at α = 0.1 the inferred P is 10 to 22 % too low, depending on the window. For a better value, use the prefactor for your window, or fit M(w) directly; both still assume α = 0, so include the storage terms if α is not negligible. The numerical output below lists the values used here.

Calculated quantities

```
Prefactor 2*0.78^(5/3) = 1.3219
Factor 0.78^(5/3) = 0.6609
Prefactor for base-10 logarithm = 0.3292
w =  2.0: M = 1.4004e-01, local slope = 0.8017
w =  4.0: M = 1.3747e-02, local slope = 0.7663
w =  6.0: M = 1.1026e-03, local slope = 0.7616
w =  8.0: M = 7.3998e-05, local slope = 0.7653
w = 10.0: M = 4.2321e-06, local slope = 0.7719
Smallest local slope, w 2-10 = 0.7616 near w = 5.75
Fit w 2-4: slope = 0.7781, prefactor = 1.3166
Fit w 2-6: slope = 0.7688, prefactor = 1.2905
Fit w 6-10: slope = 0.7657, prefactor = 1.2818
Fit w 2-10: slope = 0.7654, prefactor = 1.2808
Spread of local slope, power 1 = 27.9 %
Spread of local slope, power 6/5 = 5.2 %
Spread of local slope, power 4/3 = 26.5 %
Saddle-point error at w = 20, 40 = 8.3, 3.5 %
Grid against finite-beta formula, worst = 0.27 %
Grid test, P recovered/true = 1.0257, 1.0256
Example: T = 800 K, t = 36000 s
D = 1.0e-13 cm2/s = 1.0e-05 um2/s
D_b = 1.0e-07 cm2/s = 1.0e+01 um2/s
delta = 0.50 nm, s = 10
Input P = 5.0000e-02 um3/s = 5.0000e-20 m3/s
sqrt(D t) = 0.6000 um, beta = 4166.7
Depth for w = 1: 38.730 um
w range of data = 2.066 to 6.197
y = 80 um: y^(6/5) = 192.18 um^(6/5), ln(cbar/cbar_first) = 0.0000
y = 120 um: y^(6/5) = 312.62 um^(6/5), ln(cbar/cbar_first) = -1.1754
y = 160 um: y^(6/5) = 441.51 um^(6/5), ln(cbar/cbar_first) = -2.4080
y = 200 um: y^(6/5) = 577.08 um^(6/5), ln(cbar/cbar_first) = -3.6939
y = 240 um: y^(6/5) = 718.21 um^(6/5), ln(cbar/cbar_first) = -5.0297
Fitted m = 0.009546 um^(-6/5)
m^(-5/3) = 2327.70 um2
sqrt(D/t) = 1.6667e-05 um/s
Recovered P = 5.1282e-02 um3/s = 5.1282e-20 m3/s
Recovered/input P = 1.0256
Recovered D_b (s, delta known) = 1.0256e-07 cm2/s
Finite-beta shift of P = 0.004 %
Storage parameter s*delta/(2 sqrt(Dt)) = 0.00417
Boundary-storage shift of P = -0.662 %
Lattice activation energy (rough) = 2.0 eV
Shift of P if D is taken 5 K too hot = 9.43 %
Surface atom fraction = 1.0e-03, saturation lowers s by 0.89 %
Boundary spacing = 1000 um = 1667 sqrt(Dt)
Shallowest depth = 133.3 sqrt(Dt)
```
